# Quantum capacitance oscillations of Gaussian-broadened Landau levels at zero temperature, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

A two-dimensional electron gas lies parallel to a metal gate, separated from it by an insulator. The electron charge is $-e$ with $e>0$. All capacitances and densities are per unit area. SI formulas are used, because the example is a device.

The electrons occupy one subband with isotropic mass $m$ and degeneracy $g$, the product of the spin and valley degeneracies. A magnetic field $B>0$ is perpendicular to the layer. The symbols are:

- $n$, the electron density;
- $\mu$, the chemical potential measured from the zero-field subband edge;
- $w=\hbar eB/m$, the Landau level spacing, an energy;
- $\Gamma$, the standard deviation in energy of one broadened Landau level;
- $C_g$, the geometric capacitance between gate and layer;
- $C_q$, the quantum capacitance, defined by

$$C_q=e^2\left(\frac{\partial n}{\partial\mu}\right)_B .$$

The temperature is zero, and the electrons are independent apart from the average electrostatic potential. The width $\Gamma$ is the same for every level and does not depend on $n$ or $\mu$. It may depend on $B$.

## 2. Why $C_q$ appears in series with the insulator

Let $\phi_G$ and $\phi_s$ be the electrostatic potentials of the gate and of the layer, which is treated as a thin sheet. The electrochemical potential of the electrons in the layer is

$$\eta_s=-e\phi_s+E_{\rm sub}+\mu ,$$

where $E_{\rm sub}$ is the confinement energy, taken as constant. In the gate it is $\eta_G=-e\phi_G+\text{const}$, because the density of states of a metal is so large that its own chemical potential hardly moves. A voltmeter between gate and layer reads the difference of electrochemical potentials,

$$eV_G=\eta_s-\eta_G=e(\phi_G-\phi_s)+\mu+\text{const}.$$

An increase $dn$ puts charge $-e\,dn$ per area on the layer and $+e\,dn$ on the gate. If no field changes behind the layer, Gauss's law gives $d(\phi_G-\phi_s)=e\,dn/C_g$. Fixed charges add a constant, so

$$eV_G=\text{const}+\mu+\frac{e^2n}{C_g}. \tag{1}$$

The measured capacitance is $C=e\,dn/dV_G$. Differentiating (1) at fixed $B$ and dividing by $e^2dn$ gives

$$\frac1C=\frac{1}{e}\frac{dV_G}{dn}=\frac1{C_g}+\frac1{e^2}\frac{d\mu}{dn}=\frac1{C_g}+\frac1{C_q}. \tag{2}$$

Part of each voltage step builds the field in the insulator, and the rest lifts the chemical potential of the layer. Where few states are available, $\mu$ must rise far to accommodate a little charge. Then $C_q$ is small, and it limits $C$.

## 3. The zero-field reference

For $B=0$ the occupied states fill a disc of radius $k$ in wave-vector space, with $\mu=\hbar^2k^2/2m$. There are $1/(2\pi)^2$ states per unit area of the layer and unit area of wave-vector space, for each spin and valley. Hence

$$n=g\frac{\pi k^2}{(2\pi)^2}=\frac{g}{4\pi}\frac{2m\mu}{\hbar^2}=D_0\mu,\qquad D_0=\frac{gm}{2\pi\hbar^2}.$$

The zero-field quantum capacitance is therefore $C_0=e^2D_0$, independent of density in this parabolic model.

## 4. Landau levels and their degeneracy

With the vector potential $\mathbf A=(0,Bx,0)$ and charge $-e$, the Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m$. It does not contain $y$, so take $\psi=e^{iky}\chi(x)$. Then $\chi$ obeys the equation with Hamiltonian

$$\frac{p_x^2}{2m}+\frac{(\hbar k+eBx)^2}{2m}
=\frac{p_x^2}{2m}+\frac m2\left(\frac{eB}{m}\right)^2(x-x_k)^2,\qquad x_k=-\frac{\hbar k}{eB}.$$

This is a harmonic oscillator of angular frequency $eB/m$, whose energies are

$$E_j=\left(j+\tfrac12\right)w,\qquad j=0,1,2,\dots$$

The energy does not depend on $k$. To count the states, take a sample with sides $L_x,L_y$ that are large compared with the oscillator length. Periodicity along $y$ spaces $k$ by $2\pi/L_y$, so the centres $x_k$ are spaced by $2\pi\hbar/(eBL_y)$. The number of centres within $L_x$ is $L_xL_y\,eB/(2\pi\hbar)$. Per unit area, and with all spins and valleys included, one level holds

$$N_L=\frac{geB}{2\pi\hbar}=\frac{gm}{2\pi\hbar^2}\,\frac{\hbar eB}{m}=D_0w. \tag{3}$$

This is one state per flux quantum $2\pi\hbar/e$ for each spin and valley. Each level collects as many states as the zero-field spectrum has in an interval $w$. The field rearranges the states in energy without changing their average density.

## 5. Density at zero temperature

Each level is replaced by a normalized Gaussian,

$$G(u)=\frac{1}{\sqrt{2\pi}\,\Gamma}e^{-u^2/2\Gamma^2},\qquad
D(E)=N_L\sum_{j=0}^{\infty}G(E-E_j).$$

At zero temperature all states below $\mu$ are filled. With $\Phi(x)=(2\pi)^{-1/2}\int_{-\infty}^{x}e^{-t^2/2}dt$,

$$n(\mu)=\int_{-\infty}^{\mu}D(E)\,dE=N_L\sum_{j=0}^{\infty}\Phi\!\left(\frac{\mu-E_j}{\Gamma}\right). \tag{4}$$

Since $\Gamma$ does not depend on $\mu$, differentiation acts on the upper limit alone and gives

$$C_q=e^2D(\mu)=e^2N_L\sum_{j=0}^{\infty}G(\mu-E_j). \tag{5}$$

If screening made $\Gamma$ vary with $\mu$, the derivative would contain a further term $e^2(\partial n/\partial\Gamma)(d\Gamma/d\mu)$, and $C_q$ would in general differ from $e^2D(\mu)$.

Equation (5) is convenient for narrow levels, where one or two terms suffice. For broad levels many terms contribute, and a sum over harmonics is more useful.

## 6. The Fourier series

First extend the sum to every integer $j$, including fictitious levels at negative energies:

$$f(\mu)=\sum_{j=-\infty}^{\infty}G(\mu-E_j).$$

Shifting $\mu$ by $w$ merely relabels the levels, so $f$ has period $w$. Its Fourier coefficients are

$$c_s=\frac1w\int_0^w f(\mu)e^{-2\pi is\mu/w}d\mu
=\frac1w\sum_j\int_0^wG(\mu-E_j)e^{-2\pi is\mu/w}d\mu .$$

In the term $j$ put $u=\mu-E_j$. The exponential becomes

$$e^{-2\pi is(j+1/2)}e^{-2\pi isu/w}=(-1)^s e^{-2\pi isu/w},$$

because $e^{-2\pi isj}=1$. The intervals $-E_j<u<w-E_j$ for successive $j$ fit together and cover the whole line once. Therefore

$$c_s=\frac{(-1)^s}{w}I\!\left(\frac{2\pi s}{w}\right),\qquad
I(k)=\int_{-\infty}^{\infty}G(u)\cos(ku)\,du ,$$

where the odd sine part has integrated to zero.

To find $I$, differentiate with respect to $k$ and use $uG=-\Gamma^2G'$:

$$I'(k)=-\int uG\sin(ku)\,du=\Gamma^2\int G'\sin(ku)\,du=-\Gamma^2k\int G\cos(ku)\,du=-\Gamma^2kI(k).$$

The third step is an integration by parts whose boundary terms vanish. Since $I(0)=1$, the solution is $I(k)=e^{-\Gamma^2k^2/2}$. At $k=2\pi s/w$ this equals $q^{s^2}$, with

$$q=\exp\!\left(-\frac{2\pi^2\Gamma^2}{w^2}\right),\qquad 0<q<1. \tag{6}$$

The coefficients fall so fast that the series converges absolutely to the smooth function $f$. Combining $s$ and $-s$, and using $N_L/w=D_0$ from (3),

$$N_Lf(\mu)=D_0S(\mu),\qquad
S(\mu)=1+2\sum_{s=1}^{\infty}(-1)^sq^{s^2}\cos\frac{2\pi s\mu}{w}. \tag{7}$$

The sign $(-1)^s$ comes from the zero-point energy $w/2$. For $s=1$ it puts a maximum at $\mu=w/2$, where the lowest level lies.

## 7. Removing the fictitious levels

The negative levels are $-(k+\frac12)w$ with $k=0,1,2,\dots$ Subtracting their contribution gives

$$C_q=C_0\,[S(\mu)-R(\mu)], \tag{8}$$

$$R(\mu)=\frac{w}{\sqrt{2\pi}\,\Gamma}\sum_{k=0}^{\infty}
\exp\!\left[-\frac{(\mu+(k+\frac12)w)^2}{2\Gamma^2}\right].$$

The prefactor is $N_L/D_0=w$ times the height of one normalized Gaussian. For $\mu>-w/2$, put $a=\mu+w/2>0$. Because $(a+kw)^2\ge a^2+2akw$, the sum is bounded by a geometric series:

$$R(\mu)\le\frac{w}{\sqrt{2\pi}\,\Gamma}\,
\frac{e^{-a^2/2\Gamma^2}}{1-e^{-aw/\Gamma^2}}. \tag{9}$$

When $\mu$ is many widths above zero, $R$ is negligible. Close to the bottom of the subband it must be kept, and there the model itself is doubtful because level mixing and the band edge matter.

## 8. The density in the same form

Integrating $D=D_0(S-R)$ from $0$ to $\mu$ gives

$$n(\mu)-n(0)=D_0\left[\mu+\frac w\pi\sum_{s=1}^{\infty}\frac{(-1)^s}{s}q^{s^2}\sin\frac{2\pi s\mu}{w}\right]-D_0\int_0^\mu R\,d\mu'.$$

Let $b_k=(k+\frac12)w$. The last integral is

$$D_0\int_0^\mu R\,d\mu'=N_L\sum_k\left[\Phi\!\left(\frac{\mu+b_k}{\Gamma}\right)-\Phi\!\left(\frac{b_k}{\Gamma}\right)\right].$$

From (4), $n(0)=N_L\sum_k\Phi(-b_k/\Gamma)=N_L\sum_k[1-\Phi(b_k/\Gamma)]$. When $n(0)$ is moved to the right-hand side, the terms $\Phi(b_k/\Gamma)$ cancel. What remains is $N_L\sum_k[1-\Phi((\mu+b_k)/\Gamma)]$. Dividing by $N_L=D_0w$,

$$\frac n{N_L}=\frac\mu w+\frac1\pi\sum_{s=1}^{\infty}\frac{(-1)^s}{s}q^{s^2}\sin\frac{2\pi s\mu}{w}
+\sum_{k=0}^{\infty}\Phi\!\left(-\frac{\mu+b_k}{\Gamma}\right). \tag{10}$$

The last sum is again negligible for $\mu\gg\Gamma$. No constant offset is left.

Both (8) and (10) were compared with the direct level sums for $\Gamma/w=0.12,\ 0.22,\ 0.5,\ 0.8$ and for five values of $\mu/w$ between $0.05$ and $4.9$. The differences were below $10^{-11}$ in the dimensionless quantities, including cases where the tail is large.

Two limits show the content of (10). For $\Gamma\gg w$, $q$ tends to zero and, at $\mu\gg\Gamma$, $n=D_0\mu$, as without a field. For $\Gamma\to0$, $q$ tends to one. The Fourier series of a sawtooth, $\sum_s(-1)^s\sin(s\theta)/s=-\theta/2$ for $|\theta|<\pi$, then cancels $\mu/w$ for $0<\mu<w/2$. The density is zero below the first level, as it must be.

## 9. How the width can depend on the field

The result needs no particular origin of $\Gamma$. Short-range disorder gives a useful estimate. Let the random potential have zero mean and correlation $\langle V(\mathbf r)V(\mathbf r')\rangle=v\,\delta(\mathbf r-\mathbf r')$, without scattering between spins or valleys. Assume $\Gamma\ll w$, so that mixing between levels can be neglected.

Let $P(\mathbf r,\mathbf r')$ be the projector on one level for one spin and valley. Its diagonal value is the density of states in that level, $\rho=eB/(2\pi\hbar)$. For area $A$, the mean square energy shift is

$$\Gamma^2=\frac{\langle{\rm Tr}(PVPV)\rangle}{{\rm Tr}P}
=\frac{1}{\rho A}\int d^2r\,v\,P(\mathbf r,\mathbf r)^2=v\rho .$$

At zero field, plane waves have mean square matrix element $v/A$, and the golden rule gives

$$\frac{\hbar}{\tau}=2\pi v\,\frac{m}{2\pi\hbar^2}=\frac{vm}{\hbar^2}.$$

Scattering is isotropic, so this $\tau$ is also the transport time. Eliminating $v$,

$$\Gamma^2=\frac{\hbar}{\tau}\,\frac{\hbar^2}{m}\,\frac{eB}{2\pi\hbar}=\frac{w}{2\pi}\frac\hbar\tau,
\qquad \ln q=-\frac{\pi\hbar}{\tau w}. \tag{11}$$

Here $\ln q\propto-1/B$. A width independent of field gives $\ln q\propto-1/B^2$ instead. The calculation fixes the second moment and does not show that the level is Gaussian. The Gaussian shape remains an assumption, and short-range disorder need not produce it. A level with the same $\Gamma$ but thinner tails can have a much smaller density of states at midgap.

# Second half: extrema, sweeps and a device example

## 10. Symbols and results carried over

The level spacing is $w=\hbar eB/m$, one level holds $N_L=geB/(2\pi\hbar)=D_0w$ electrons per area, and $\Gamma$ is the standard deviation of a level. The zero-field quantum capacitance is $C_0=e^2D_0$, with $D_0=gm/(2\pi\hbar^2)$. For $\mu\gg\Gamma$ the tail of the fictitious levels is negligible, and

$$C_q=C_0S,\qquad S=1+2\sum_{s\ge1}(-1)^sq^{s^2}\cos\frac{2\pi s\mu}{w},\qquad q=e^{-2\pi^2\Gamma^2/w^2}.$$

The density obeys

$$\frac n{N_L}=\frac\mu w+\frac1\pi\sum_{s\ge1}\frac{(-1)^s}{s}q^{s^2}\sin\frac{2\pi s\mu}{w}.$$

The gate voltage satisfies $eV_G=\text{const}+\mu+e^2n/C_g$, so $1/C=1/C_g+1/C_q$. The tail is dropped in Sections 11 to 13.

## 11. Location of every maximum and minimum

Term-by-term inspection of $S$ does not exclude extra extrema when many harmonics contribute. A product form does. Define, for $z\ne0$,

$$F(z)=\prod_{k=1}^{\infty}(1+q^{2k-1}z)(1+q^{2k-1}/z)=\sum_{s=-\infty}^{\infty}c_sz^s .$$

The product converges because $0<q<1$. Replacing $z$ by $q^2z$ removes the factor $1+qz$ from the first product and adds $1+1/(qz)$ to the second:

$$F(q^2z)=F(z)\,\frac{1+1/(qz)}{1+qz}=\frac{F(z)}{qz}.$$

Thus $F(z)=qzF(q^2z)$. Comparing coefficients of $z^s$ gives $c_s=q\,q^{2(s-1)}c_{s-1}=q^{2s-1}c_{s-1}$. The first $s$ odd numbers add up to $s^2$, so $c_s=q^{s^2}c_0$. The symmetry $F(z)=F(1/z)$ gives the same result for negative $s$.

Now set $z=-e^{i\theta}$ with $\theta=2\pi\mu/w$. The coefficient series becomes $c_0S$, and therefore

$$c_0S=\prod_{k=1}^{\infty}\left(1-2q^{2k-1}\cos\theta+q^{4k-2}\right). \tag{12}$$

Each factor is at least $(1-q^{2k-1})^2>0$. The constant $c_0$ is the average of the right-hand side over $\theta$, so it is positive too. Taking the logarithmic derivative,

$$\frac{1}{S}\frac{dS}{d\theta}=\sin\theta\sum_{k=1}^{\infty}
\frac{2q^{2k-1}}{1-2q^{2k-1}\cos\theta+q^{4k-2}}.$$

The sum is positive, so the slope has the sign of $\sin\theta$. In each period there is one maximum, at $\theta=\pi$, and one minimum, at $\theta=0$. Maxima lie at the level centres $\mu=(N+\frac12)w$, and minima lie midway between neighbouring levels, at $\mu=Nw$.

We have derived the quantum capacitance and density for Gaussian-broadened Landau levels and shown that, with the tail neglected, the capacitance at fixed field has its only maxima at the level centres and its only minima midway between them. What remains is the size of the oscillations, their appearance in gate-voltage and field sweeps, and a device example with its corrections.
